# A failing check and its repair

Subject: Rank-one perturbations interlace the spectrum: two proofs and the ghost-state count.

```python
# Result under test: adding strength*|chi><chi| (chi normalised) to a Hermitian
# local Hamiltonian H0 interlaces the spectra.  With local levels e_i and full
# levels E_i in ascending order:
#   strength > 0:  e_i <= E_i <= e_(i+1)
#   strength < 0:  e_(i-1) <= E_i <= e_i, so at most one level lies below e_0.
# Consequence for a Kleinman-Bylander channel with reference energy eps_ref and
# n local levels below it: n-1 (strength > 0) or n (strength < 0) ghost levels
# lie below eps_ref.  Radial example in hartree atomic units.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import erf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def full_matrix(local, strength, chi):
    return local + strength * np.outer(chi, chi.conj())


def interlaced(e, E, strength, tol):
    if strength > 0:
        return (np.all(E >= e - tol) and np.all(E[:-1] <= e[1:] + tol)
                and E[-1] <= e[-1] + strength + tol)
    return (np.all(E <= e + tol) and np.all(E[1:] >= e[:-1] - tol)
            and E[0] >= e[0] + strength - tol)


def secular_root(e, w, strength, i):
    """Root number i of sum_k w_k/(E-e_k) = 1/strength, by bracketing."""
    if strength > 0:
        low = e[i]
        high = e[i + 1] if i + 1 < len(e) else e[-1] + strength + 1.0
    else:
        low = e[i - 1] if i > 0 else e[0] + strength - 1.0
        high = e[i]
    gap = 1e-10 * (high - low)
    return brentq(lambda x: np.sum(w / (x - e)) - 1 / strength,
                  low + gap, high - gap, xtol=1e-13)


def fmt(values, digits=5):
    return " ".join(f"{v:.{digits}f}" for v in values)


# ---- random Hermitian matrices: interlacing, trace rule, secular identity ----
trials = 300
for trial in range(trials):
    n = int(rng.integers(2, 10))
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    h0 = (a + a.conj().T) / 2
    chi = rng.normal(size=n) + 1j * rng.normal(size=n)
    chi /= np.linalg.norm(chi)
    s = (-1) ** trial * 10 ** rng.uniform(-2, 2)
    h = full_matrix(h0, s, chi)
    e, E = np.linalg.eigvalsh(h0), np.linalg.eigvalsh(h)
    assert interlaced(e, E, s, 1e-10)
    assert abs(np.sum(E - e) - s) < 1e-9
    z = 0.3 + 0.7j          # complex energy keeps the resolvent well behaved
    unit = np.eye(n)
    ratio = np.linalg.det(z * unit - h) / np.linalg.det(z * unit - h0)
    f = chi.conj() @ np.linalg.solve(z * unit - h0, chi)
    assert abs(ratio - (1 - s * f)) < 1e-8 * (1 + abs(ratio))

# A rank-two attraction can push two levels below the lowest local level.
rank_two = np.diag([0.0, 1.0, 3.0]) - np.diag([5.0, 5.0, 0.0])
two_below = int(np.sum(np.linalg.eigvalsh(rank_two) < 0))
assert two_below == 2

# ---- three-level model ----
e3 = np.array([0.0, 1.0, 3.0])
w3 = np.array([0.5, 0.25, 0.25])
chi3 = np.sqrt(w3)
toy = {}
for s in (2.0, -2.0):
    E, vec = np.linalg.eigh(full_matrix(np.diag(e3), s, chi3))
    toy[s] = E
    roots = [secular_root(e3, w3, s, i) for i in range(3)]
    assert np.allclose(E, roots, atol=1e-9)
    d = 1e-4
    slope = (np.linalg.eigvalsh(full_matrix(np.diag(e3), s + d, chi3))
             - np.linalg.eigvalsh(full_matrix(np.diag(e3), s - d, chi3))) / (2 * d)
    assert np.allclose(slope, (chi3 @ vec) ** 2, atol=1e-6)
    for i in range(3):      # resolvent applied to chi is the eigenvector
        psi = chi3 / (E[i] - e3)
        psi /= np.linalg.norm(psi)
        assert abs(abs(psi @ vec[:, i]) - 1) < 1e-9

for x in (-0.7, 0.4, 2.2, 4.0):     # the secular function falls everywhere
    d = 1e-5
    slope = (np.sum(w3 / (x + d - e3)) - np.sum(w3 / (x - d - e3))) / (2 * d)
    assert abs(slope + np.linalg.norm(chi3 / (x - e3)) ** 2) < 1e-6

# Infinite strength: H0 compressed to the orthogonal complement of chi.
complement = np.linalg.svd(chi3[None, :])[2][1:]
limits = np.linalg.eigvalsh(complement @ np.diag(e3) @ complement.T)
strong_up = np.linalg.eigvalsh(full_matrix(np.diag(e3), 1e6, chi3))
strong_down = np.linalg.eigvalsh(full_matrix(np.diag(e3), -1e6, chi3))
assert np.allclose(strong_up[:2], limits, atol=1e-4)
assert np.allclose(strong_down[1:], limits, atol=1e-4)

# No overlap with the lowest level: a critical attraction is needed.
w_zero = np.array([0.0, 0.5, 0.5])
critical = 1 / np.sum(w_zero[1:] / (e3[1:] - e3[0]))
lowest_zero = {}
for factor, expected in ((0.95, 0), (1.05, 1)):
    E = np.linalg.eigvalsh(
        full_matrix(np.diag(e3), -factor * critical, np.sqrt(w_zero)))
    assert np.sum(E < -1e-10) == expected
    lowest_zero[factor] = E[0] if expected else abs(E[0])

# A doubly degenerate local level keeps one copy for either sign.
for s in (1.0, -1.0):
    E = np.linalg.eigvalsh(
        full_matrix(np.diag([0.0, 0.0, 1.0]), s, np.ones(3) / np.sqrt(3)))
    assert np.sum(abs(E) < 1e-12) == 1
    assert np.sum(E < -1e-12) == (1 if s < 0 else 0)

# ---- radial s channel in a sphere, sine-function grid representation ----
BOX, INTERVALS = 30.0, 300
SOFT, CORE_WIDTH, CORE_HEIGHT = 1.0, 1.5, 0.5
NARROW_HEIGHT, NARROW_WIDTH, WIDE_WIDTH, MEAN_DV = 12.0, 1.0, 2.0, -0.5
CASES = [("A mildly deeper", -0.5), ("B much deeper", -5.0),
         ("C more repulsive", 2.5), ("D sign-changing", None)]


def radial_grid(box, intervals):
    k = np.arange(1, intervals)
    r = k * box / intervals
    sine = np.sqrt(2 / intervals) * np.sin(np.pi * np.outer(k, k) / intervals)
    kinetic = (sine * (0.5 * (np.pi * k / box) ** 2)) @ sine
    return r, (kinetic + kinetic.T) / 2


def channel(r, kinetic, local_height):
    v_ref = -erf(r / SOFT) / r + CORE_HEIGHT * np.exp(-(r / CORE_WIDTH) ** 2)
    energies, states = np.linalg.eigh(kinetic + np.diag(v_ref))
    eps_ref, u = energies[0], states[:, 0]
    wide_height = None
    if local_height is None:
        narrow = np.exp(-(r / NARROW_WIDTH) ** 2)
        wide = np.exp(-(r / WIDE_WIDTH) ** 2)
        wide_height = ((NARROW_HEIGHT * (u @ (narrow * u)) - MEAN_DV)
                       / (u @ (wide * u)))
        dv = NARROW_HEIGHT * narrow - wide_height * wide
    else:
        dv = (CORE_HEIGHT - local_height) * np.exp(-(r / CORE_WIDTH) ** 2)
    mean = u @ (dv * u)
    strength = (u @ (dv ** 2 * u)) / mean
    chi = dv * u / np.linalg.norm(dv * u)
    h0 = kinetic + np.diag(v_ref - dv)
    e, phi = np.linalg.eigh(h0)
    h = full_matrix(h0, strength, chi)
    return dict(ref=eps_ref, u=u, mean=mean, strength=strength, chi=chi,
                h0=h0, h=h, e=e, w=(phi.T @ chi) ** 2,
                E=np.linalg.eigvalsh(h), wide=wide_height)


r, kinetic = radial_grid(BOX, INTERVALS)
oscillator = np.linalg.eigvalsh(kinetic + np.diag(r ** 2 / 2))[:3]
assert np.allclose(oscillator, [1.5, 3.5, 5.5], atol=1e-8)
r_check, kinetic_check = radial_grid(40.0, 480)

results = []
for name, height in CASES:
    c = channel(r, kinetic, height)
    e, E, s = c["e"], c["E"], c["strength"]
    assert np.linalg.norm(c["h"] @ c["u"] - c["ref"] * c["u"]) < 1e-8
    assert interlaced(e, E, s, 1e-8)
    if s > 0:
        assert np.all(e[:4] < E[:4]) and np.all(E[:4] < e[1:5])
    else:
        assert np.all(E[:4] < e[:4]) and np.all(E[1:5] > e[:4])
        assert np.sum(E < e[0]) == 1
    assert abs(secular_root(e, c["w"], s, 0) - E[0]) < 1e-7
    c["below"] = int(np.sum(e < c["ref"]))
    c["ghosts"] = int(np.sum(E < c["ref"] - 1e-7))
    assert c["ghosts"] == c["below"] - (1 if s > 0 else 0)
    other = channel(r_check, kinetic_check, height)   # larger box, finer grid
    assert np.allclose(E[:2], other["E"][:2], atol=1e-6)
    assert np.allclose(e[:2], other["e"][:2], atol=1e-6)
    results.append((name, c))
assert any(c["ghosts"] > 0 for _, c in results)
assert any(c["ghosts"] == 0 for _, c in results)

deep = results[1][1]
scan = []
for factor in (0.1, 1.0, 10.0, 100.0):
    E = np.linalg.eigvalsh(
        full_matrix(deep["h0"], factor * deep["strength"], deep["chi"]))
    assert deep["e"][0] < E[0] < deep["e"][1]
    scan.append((factor, E[0]))
assert all(b[1] > a[1] for a, b in zip(scan, scan[1:]))

# ---- printed numbers ----
print(f"Random matrices tested: {trials}")
print(f"Rank-two attraction, levels below lowest: {two_below}")
print("Three-level model (energies in hartree)")
print("  local levels:", fmt(e3, 1), "; weights:", fmt(w3, 2))
for s, E in toy.items():
    print(f"  strength {s:+.1f}: levels", fmt(E))
print("  infinite-strength limits:", fmt(limits))
print("  zero-overlap weights:", fmt(w_zero, 2))
print(f"  critical attraction: {critical:.5f} hartree")
for factor, value in lowest_zero.items():
    print(f"  lowest level at {factor:.2f} x critical: {value:.5f}")
print("Radial s channel (hartree atomic units)")
print(f"  sphere radius {BOX:.0f} bohr, {INTERVALS} intervals")
print(f"  Coulomb softening length {SOFT:.1f} bohr")
print(f"  core Gaussian: height {CORE_HEIGHT} hartree, width {CORE_WIDTH} bohr")
print(f"  reference energy: {deep['ref']:.5f} hartree"
      f" = {deep['ref'] * HARTREE_EV:.3f} eV")
for (name, height), (_, c) in zip(CASES, results):
    if height is None:
        print(f"Case {name}: dV = narrow - wide Gaussian")
        print(f"  narrow: {NARROW_HEIGHT} hartree, width {NARROW_WIDTH} bohr")
        print(f"  wide: {c['wide']:.5f} hartree, width {WIDE_WIDTH} bohr")
    else:
        print(f"Case {name}: local Gaussian height {height} hartree")
    print(f"  mean dV {c['mean']:.5f}, strength {c['strength']:.5f} hartree")
    print("  local levels (hartree):", fmt(c["e"][:4]))
    print("  full levels (hartree): ", fmt(c["E"][:4]))
    print("  weights of chi:", fmt(c["w"][:3]))
    print(f"  local levels below reference {c['below']}, ghosts {c['ghosts']}")
    if c["ghosts"]:
        print(f"  lowest ghost: {c['E'][0] * HARTREE_EV:.3f} eV")
print("Case B, strength scaled: lowest full level (hartree)")
for factor, value in scan:
    print(f"  factor {factor:.1f}: {value:.5f}")
print("ALL CHECKS PASSED")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 182, in <module>
    assert np.allclose(e[:2], other["e"][:2], atol=1e-6)
AssertionError
```

The author's reading of the failure: The 30 bohr sphere was too small for the weakly bound second local level: its tail reached the wall, so the energy shifted when the check used a 40 bohr sphere. The interlacing relations themselves had held in every case reached. The sphere now has a radius of 50 bohr, and the single convergence test is split in two, one with a finer grid in the same sphere and one with a larger sphere at the same spacing. The absolute tolerance stays at 1e-6 hartree and the extra relative allowance is removed, so the test is stricter; a new check measures the upward shift caused by a 30 bohr sphere.

Repair:

```diff
@@ -119,5 +119,8 @@
 
 # ---- radial s channel in a sphere, sine-function grid representation ----
-BOX, INTERVALS = 30.0, 300
+BOX, INTERVALS = 50.0, 500
+SMALL_BOX, SMALL_INTERVALS = 30.0, 300
+LARGE_BOX, LARGE_INTERVALS = 60.0, 600
+FINE_INTERVALS = 600
 SOFT, CORE_WIDTH, CORE_HEIGHT = 1.0, 1.5, 0.5
 NARROW_HEIGHT, NARROW_WIDTH, WIDE_WIDTH, MEAN_DV = 12.0, 1.0, 2.0, -0.5
@@ -158,10 +161,18 @@
 
 
+def largest_change(first, second):
+    """Largest change of the two lowest local and the two lowest full levels."""
+    return max(np.max(abs(first[key][:2] - second[key][:2])) for key in "eE")
+
+
 r, kinetic = radial_grid(BOX, INTERVALS)
 oscillator = np.linalg.eigvalsh(kinetic + np.diag(r ** 2 / 2))[:3]
 assert np.allclose(oscillator, [1.5, 3.5, 5.5], atol=1e-8)
-r_check, kinetic_check = radial_grid(40.0, 480)
+fine_grid = radial_grid(BOX, FINE_INTERVALS)
+large_sphere = radial_grid(LARGE_BOX, LARGE_INTERVALS)
+small_sphere = radial_grid(SMALL_BOX, SMALL_INTERVALS)
 
 results = []
+grid_changes, sphere_changes, small_sphere_rises = [], [], []
 for name, height in CASES:
     c = channel(r, kinetic, height)
@@ -178,10 +189,15 @@
     c["ghosts"] = int(np.sum(E < c["ref"] - 1e-7))
     assert c["ghosts"] == c["below"] - (1 if s > 0 else 0)
-    other = channel(r_check, kinetic_check, height)   # larger box, finer grid
-    assert np.allclose(E[:2], other["E"][:2], atol=1e-6)
-    assert np.allclose(e[:2], other["e"][:2], atol=1e-6)
+    # Finer grid in the same sphere, then a larger sphere at equal spacing.
+    grid_changes.append(largest_change(c, channel(*fine_grid, height)))
+    sphere_changes.append(largest_change(c, channel(*large_sphere, height)))
+    assert grid_changes[-1] < 1e-6
+    assert sphere_changes[-1] < 1e-6
+    small_sphere_rises.append(channel(*small_sphere, height)["e"][1] - e[1])
     results.append((name, c))
 assert any(c["ghosts"] > 0 for _, c in results)
 assert any(c["ghosts"] == 0 for _, c in results)
+# A small sphere squeezes the tail of a weakly bound level and raises it.
+assert max(small_sphere_rises) > 1e-6
 
 deep = results[1][1]
@@ -212,4 +228,9 @@
 print(f"  reference energy: {deep['ref']:.5f} hartree"
       f" = {deep['ref'] * HARTREE_EV:.3f} eV")
+print(f"  largest change, finer grid: {max(grid_changes):.0e} hartree")
+print(f"  largest change, {LARGE_BOX:.0f} bohr sphere:"
+      f" {max(sphere_changes):.0e} hartree")
+print(f"  largest rise of e_1 in a {SMALL_BOX:.0f} bohr sphere:"
+      f" {max(small_sphere_rises):.0e} hartree")
 for (name, height), (_, c) in zip(CASES, results):
     if height is None:
```

After the repair:

```
Random matrices tested: 300
Rank-two attraction, levels below lowest: 2
Three-level model (energies in hartree)
  local levels: 0.0 1.0 3.0 ; weights: 0.50 0.25 0.25
  strength +2.0: levels 0.46791 1.65270 3.87939
  strength -2.0: levels -1.46050 0.76088 2.69963
  infinite-strength limits: 0.63397 2.36603
  zero-overlap weights: 0.00 0.50 0.50
  critical attraction: 1.50000 hartree
  lowest level at 0.95 x critical: 0.00000
  lowest level at 1.05 x critical: -0.06035
Radial s channel (hartree atomic units)
  sphere radius 50 bohr, 500 intervals
  Coulomb softening length 1.0 bohr
  core Gaussian: height 0.5 hartree, width 1.5 bohr
  reference energy: -0.23575 hartree = -6.415 eV
  largest change, finer grid: 9e-13 hartree
  largest change, 60 bohr sphere: 1e-09 hartree
  largest rise of e_1 in a 30 bohr sphere: 5e-05 hartree
Case A mildly deeper: local Gaussian height -0.5 hartree
  mean dV 0.13324, strength 0.45412 hartree
  local levels (hartree): -0.48848 -0.11769 -0.05321 -0.03017
  full levels (hartree):  -0.23575 -0.08596 -0.04335 -0.02565
  weights of chi: 0.76312 0.04432 0.01207
  local levels below reference 1, ghosts 0
Case B much deeper: local Gaussian height -5.0 hartree
  mean dV 0.73283, strength 2.49765 hartree
  local levels (hartree): -3.16133 -0.62592 -0.10866 -0.04990
  full levels (hartree):  -1.21074 -0.23575 -0.08498 -0.04278
  weights of chi: 0.94283 0.04357 0.00144
  local levels below reference 2, ghosts 1
  lowest ghost: -32.946 eV
Case C more repulsive: local Gaussian height 2.5 hartree
  mean dV -0.26648, strength -0.90824 hartree
  local levels (hartree): -0.14722 -0.06151 -0.03366 -0.01975
  full levels (hartree):  -0.23575 -0.08437 -0.04244 -0.02510
  weights of chi: 0.02133 0.00675 0.00290
  local levels below reference 0, ghosts 0
Case D sign-changing: dV = narrow - wide Gaussian
  narrow: 12.0 hartree, width 1.0 bohr
  wide: 4.85357 hartree, width 2.0 bohr
  mean dV -0.50000, strength -2.46152 hartree
  local levels (hartree): -1.85954 -0.10277 -0.04777 -0.02758
  full levels (hartree):  -2.83152 -0.23575 -0.08025 -0.04046
  weights of chi: 0.22261 0.00317 0.00118
  local levels below reference 1, ghosts 1
  lowest ghost: -77.050 eV
Case B, strength scaled: lowest full level (hartree)
  factor 0.1: -2.92718
  factor 1.0: -1.21074
  factor 10.0: -0.75435
  factor 100.0: -0.74265
ALL CHECKS PASSED
```
